**Dyson orbitals, pole strengths and Be 1s photoemission**

The program tests the sudden-approximation amplitude ⟨f|a_k D|0⟩ = ⟨k|d|g⟩, where |0⟩ is the initial state, |f⟩ the ion state, k the photoelectron orbital, d the one-electron dipole, D its many-electron sum and g the Dyson orbital. In a small fermion Fock space it asserts this identity for k orthogonal to the occupied orbitals, and asserts that the conjugate term is needed otherwise. It also asserts that the squared norm of g equals the Green's-function residue, found by contour integration. For explicit determinants it asserts that the pole strength F equals both det(SS†), with S the matrix of ion–initial orbital overlaps, and the squared overlap with the correctly chosen passive determinant. The continuum normalisation and cross-section prefactor are asserted against the closed hydrogen 1s formula; the largest relative error is 3.7 × 10⁻⁶. For Be 1s at 500 eV, the Hartree–Fock output gives F = 0.7837 and a length-form cross section of 0.0492 Mb. The ratio to the frozen-orbital cross section is 0.7806, slightly below F because the small 2s part of the Dyson orbital interferes destructively.

## Program and output

```python
"""Sudden-approximation photoemission and the Dyson orbital.

Result under test (atomic units):
  amplitude <f|a_k D|0> = <k|d|g>   if a_k|0> = 0,   g(x) = <f|psi(x)|0>
  pole strength F = <g|g>; for single determinants F = det(S S^dagger),
  which is the squared overlap of the ion determinant with the determinant
  of the initial occupied orbitals that are orthogonal to g.
Symbols: |0> initial state, |f> ion state, k photoelectron orbital,
  d one-electron dipole, D its many-electron sum,
  S[j, i] = <ion orbital j | initial orbital i>.
Worked case: 1s photoemission of the free Be atom.
"""
import numpy as np
from itertools import combinations
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import null_space
from scipy.special import erf
from pyscf import gto, scf

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0]
MEGABARN = BOHR**2 / 1e-22          # one squared bohr in Mb
ALPHA = constants.fine_structure
rng = np.random.default_rng(7)


def dyson_coefficients(S):
    """Signed minors: coefficients of g on the initial occupied orbitals."""
    return np.array([(-1)**i * np.linalg.det(np.delete(S, i, axis=1))
                     for i in range(S.shape[1])])


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# ---------- Fock space of 8 spin orbitals: 5 bound, 3 continuum ----------
M, NB = 8, 5
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
a = []
for p in range(M):
    op = np.eye(1)
    for q in range(M):
        op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
    a.append(op)
a = np.array(a)
occupation = np.array([np.diag(x.T @ x) for x in a])
vacuum = np.zeros(2**M, complex)
vacuum[0] = 1.0


def one_body(matrix):
    total = np.zeros((2**M, 2**M), complex)
    for p in range(len(matrix)):
        for q in range(len(matrix)):
            total += matrix[p, q] * (a[p].T @ a[q])
    return total


def sector(n):
    return np.where((occupation.sum(0) == n)
                    & (occupation[NB:].sum(0) == 0))[0]


h = random_complex(NB, NB)
H = one_body(h + h.conj().T)
for _ in range(3):                  # two-body interaction from pair operators
    w = random_complex(NB, NB)
    pair = sum(w[p, q] * (a[p] @ a[q]) for p in range(NB) for q in range(NB))
    H = H + 0.3 * pair.conj().T @ pair

i3, i2 = sector(3), sector(2)
E3, C3 = np.linalg.eigh(H[np.ix_(i3, i3)])
E2, C2 = np.linalg.eigh(H[np.ix_(i2, i2)])
initial = np.zeros(2**M, complex)
initial[i3] = C3[:, 0]
ion = np.zeros(2**M, complex)
ion[i2] = C2[:, 0]
removed = np.array([x @ initial for x in a])     # a_p |0>
g_model = removed @ ion.conj()

d = random_complex(M, M)
d = d + d.conj().T
D = one_body(d)


def amplitudes(k):
    a_k = np.tensordot(k.conj(), a, axes=1)
    full = ion.conj() @ a_k @ D @ initial
    direct = k.conj() @ d @ g_model
    conjugate = ion.conj() @ D @ a_k @ initial
    return full, direct, conjugate


k_free = np.zeros(M, complex)
k_free[NB:] = random_complex(M - NB)
k_free /= np.linalg.norm(k_free)
full, direct, _ = amplitudes(k_free)
err_amplitude = abs(full - direct)
assert err_amplitude < 1e-11 and abs(full) > 1e-3
k_mixed = random_complex(M)
k_mixed /= np.linalg.norm(k_mixed)
full, direct, conjugate = amplitudes(k_mixed)
assert abs(full - direct - conjugate) < 1e-11
assert abs(full - direct) > 1e-3     # orthogonality is really needed

# residue of the removal Green's function by a contour around one pole
pole = E3[0] - E2[0]
radius = 0.5 * (E2[1] - E2[0])
H2 = H[np.ix_(i2, i2)]
source = removed[:, i2].T
residue = 0.0
for angle in 2 * np.pi * np.arange(80) / 80:
    step = radius * np.exp(1j * angle)
    matrix = (pole + step - E3[0]) * np.eye(len(i2)) + H2
    residue += step * np.sum(source.conj()
                             * np.linalg.solve(matrix, source)) / 80
F_model = np.linalg.norm(g_model)**2
assert abs(residue - F_model) < 1e-9
sum_model = np.sum(abs(C2.conj().T @ source)**2)
assert abs(sum_model - 3) < 1e-10


# ---------- explicit determinants in the same Fock space ----------
def determinant(orbitals):
    state = vacuum
    for column in orbitals.T[::-1]:
        state = np.tensordot(column, a[:NB].transpose(0, 2, 1), axes=1) @ state
    return state


phi = np.linalg.qr(random_complex(NB, 3))[0]
chi = np.linalg.qr(random_complex(NB, 2))[0]
det_i, det_f = determinant(phi), determinant(chi)
g_explicit = np.array([det_f.conj() @ a[p] @ det_i for p in range(NB)])
S_model = chi.conj().T @ phi
c_model = dyson_coefficients(S_model)
assert np.allclose(g_explicit, phi @ c_model, atol=1e-12)
F_det = np.linalg.norm(g_explicit)**2
assert abs(F_det - np.linalg.det(S_model @ S_model.conj().T)) < 1e-12
passive = phi @ null_space(c_model.conj()[None, :])
F_passive = abs(det_f.conj() @ determinant(passive))**2
assert abs(F_det - F_passive) < 1e-12
best_minor = np.max(abs(c_model)**2)
assert best_minor < F_det - 1e-4     # canonical choice gives only a bound

# ---------- radial continuum and cross section ----------
r = np.linspace(1e-4, 30.0, 15001)


def continuum_p_wave(potential, charge, energy):
    """Energy-normalised p wave; potential tends to -1/r."""
    r0, R = r[0], r[-1]
    slope = (2*r0 - 1.5*charge*r0**2) / (r0**2 * (1 - charge*r0/2))
    sol = solve_ivp(
        lambda x, y: [y[1], (2/x**2 + 2*(potential(x) - energy)) * y[0]],
        (r0, R), [1.0, slope], method="DOP853", t_eval=r,
        rtol=1e-10, atol=1e-10)
    assert sol.success
    u, du = sol.y[0], sol.y[1, -1]
    kappa = np.sqrt(2*(energy - potential(R)) - 2/R**2)
    dkappa = (-1/R**2 + 2/R**3) / kappa
    amp2 = kappa*u[-1]**2 + (du + dkappa*u[-1]/(2*kappa))**2 / kappa
    return u * np.sqrt(2 / (np.pi * amp2))


def radial_length(u, P):
    return simpson(u * r * P, x=r)


def radial_velocity(u, P, omega):
    return -simpson(u * (CubicSpline(r, P)(r, 1) - P/r), x=r) / omega


def cross_section(R_dip, omega, electrons):
    return electrons * 4*np.pi**2 * ALPHA * omega * R_dip**2 / 3 * MEGABARN


hydrogen_errors = []
P_H = 2 * r * np.exp(-r)
for energy in (0.5, 14.0):
    omega_H = energy + 0.5
    u_H = continuum_p_wave(lambda x: -1/x, 1.0, energy)
    eta = 1 / np.sqrt(2*energy)
    closed = (512*np.pi**2/3 * ALPHA * (0.5/omega_H)**4
              * np.exp(-4*eta*np.arctan(1/eta))
              / (1 - np.exp(-2*np.pi*eta)) * MEGABARN)
    for R_dip in (radial_length(u_H, P_H),
                  radial_velocity(u_H, P_H, omega_H)):
        hydrogen_errors.append(
            abs(cross_section(R_dip, omega_H, 1)/closed - 1))
assert max(hydrogen_errors) < 1e-3

# ---------- Be atom: neutral and relaxed 1s-hole ion ----------
exponents = [0.03 * 2.2**n for n in range(16)]
basis = {"Be": [[0, [e, 1.0]] for e in exponents]}
mol = gto.M(atom="Be 0 0 0", basis=basis, verbose=0)
mol_ion = gto.M(atom="Be 0 0 0", basis=basis, charge=1, spin=1, verbose=0)
neutral = scf.RHF(mol)
neutral.init_guess = "1e"
neutral.conv_tol = 1e-11
neutral.kernel()
assert neutral.converged
overlap = mol.intor("int1e_ovlp")
T_neutral = np.sum(neutral.make_rdm1() * mol.intor("int1e_kin"))
virial = -(neutral.e_tot - T_neutral) / T_neutral
assert abs(virial - 2) < 1e-4

nao = mol.nao
occ = np.zeros((2, nao))
occ[0, :2] = 1                       # alpha: 1s and 2s
occ[1, 1] = 1                        # beta: 2s only, 1s empty
C0 = neutral.mo_coeff
dm_frozen = np.array([(C0 * occ[s]) @ C0.T for s in range(2)])
cation = scf.UHF(mol_ion)
cation.conv_tol = 1e-11
cation.max_cycle = 200
cation.get_occ = lambda mo_energy=None, mo_coeff=None: occ
E_frozen = cation.energy_tot(dm=dm_frozen)
cation.kernel(dm0=dm_frozen)
assert cation.converged
binding_frozen = E_frozen - neutral.e_tot
binding = cation.e_tot - neutral.e_tot
assert abs(binding_frozen + neutral.mo_energy[0]) < 1e-6
assert binding < binding_frozen
spin2 = cation.spin_square()[0]

# phase choice: every orbital is positive at the nucleus
ao_origin = mol.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]


def fix_phase(C):
    return C * np.where(ao_origin @ C < 0, -1.0, 1.0)


C0 = fix_phase(C0)
Ca, Cb = fix_phase(cation.mo_coeff[0]), fix_phase(cation.mo_coeff[1])
A = Ca.T @ overlap @ C0[:, :2]       # all ion alpha orbitals on 1s, 2s
B = Cb.T @ overlap @ C0[:, :2]       # all ion beta orbitals on 1s, 2s
S = np.zeros((3, 4))                 # columns: 1s alpha, 2s alpha, 1s beta, 2s beta
S[:2, :2] = A[:2]
S[2, 2:] = B[1]
c = dyson_coefficients(S)
F = np.sum(c**2)
assert abs(F - np.linalg.det(S @ S.T)) < 1e-10
canonical = c[2]**2
assert canonical <= F < 1

# strength of every ion determinant reached by removing a beta electron
alpha_weights = np.array([np.linalg.det(A[list(pair)])**2
                          for pair in combinations(range(nao), 2)])
strength = np.outer(alpha_weights, np.sum(B**2, axis=1))
assert abs(strength.sum() - 2) < 1e-7
core_total = strength[:, 1:].sum()   # beta 1s orbital of the ion is empty

# ---------- Be 1s photocurrent ----------
photon_eV = 500.0
omega = photon_eV / HARTREE_EV
kinetic = omega - binding
dm_ion = np.sum(cation.make_rdm1(), axis=0)
zeta = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)])
root = np.sqrt(zeta[:, None] + zeta[None, :])
charges = dm_ion * overlap


def ion_potential(x):
    return (-4 + np.sum(charges * erf(root * x))) / x


with mol.with_rinv_origin((0.0, 0.0, 0.7)):
    repulsion = np.sum(dm_ion * mol.intor("int1e_rinv"))
assert abs(ion_potential(0.7) - (repulsion - 4/0.7)) < 1e-8

u = continuum_p_wave(ion_potential, 4.0, kinetic)
points = np.column_stack([0*r, 0*r, r])
P = (np.sqrt(4*np.pi) * r[:, None]
     * (mol.eval_gto("GTOval_sph", points) @ C0[:, :2]))
assert np.allclose(simpson(P**2, x=r, axis=0), 1, atol=1e-5)
P_g = P @ c[2:]
R_1s, R_2s = radial_length(u, P[:, 0]), radial_length(u, P[:, 1])
R_g = radial_length(u, P_g)
sigma = cross_section(R_g, omega, 2)
sigma_frozen = cross_section(R_1s, omega, 2)
sigma_velocity = cross_section(radial_velocity(u, P_g, omega), omega, 2)
sigma_frozen_velocity = cross_section(
    radial_velocity(u, P[:, 0], omega), omega, 2)

print("MODEL TESTS (dimensionless)")
print(f"amplitude identity, absolute error: {err_amplitude:.1e}")
print(f"correlated model, norm of Dyson orbital squared: {F_model:.6f}")
print(f"correlated model, Green's function residue: {residue.real:.6f}")
print(f"correlated model, sum of pole strengths: {sum_model:.6f}")
print(f"determinant model, pole strength: {F_det:.6f}")
print(f"determinant model, passive overlap squared: {F_passive:.6f}")
print(f"determinant model, largest canonical minor squared: {best_minor:.6f}")
print(f"hydrogen cross section, largest relative error: "
      f"{max(hydrogen_errors):.1e}")
print("BE ATOM, HARTREE-FOCK")
print(f"number of s Gaussians: {nao}")
print(f"smallest and largest exponent: {min(zeta):.3f}, "
      f"{max(zeta):.1f} bohr^-2")
print(f"neutral energy: {neutral.e_tot:.6f} hartree")
print(f"neutral virial ratio -V/T: {virial:.7f}")
print(f"1s-hole ion energy: {cation.e_tot:.6f} hartree")
print(f"ion <S^2>: {spin2:.5f}")
print(f"1s binding energy, frozen orbitals: "
      f"{binding_frozen*HARTREE_EV:.3f} eV")
print(f"1s binding energy, relaxed: {binding*HARTREE_EV:.3f} eV")
print(f"relaxation energy: {(binding_frozen-binding)*HARTREE_EV:.3f} eV")
print("OVERLAPS AND POLE STRENGTH (beta electron removed)")
print(f"alpha overlaps <1s'|1s>, <1s'|2s>: {A[0,0]:.6f}, {A[0,1]:.6f}")
print(f"alpha overlaps <2s'|1s>, <2s'|2s>: {A[1,0]:.6f}, {A[1,1]:.6f}")
print(f"alpha determinant: {np.linalg.det(A[:2]):.6f}")
print(f"beta overlaps <2s'|1s>, <2s'|2s>: {B[1,0]:.6f}, {B[1,1]:.6f}")
print(f"Dyson coefficients on 1s, 2s: {c[2]:.6f}, {c[3]:.6f}")
print(f"pole strength F: {F:.6f}")
print(f"canonical passive overlap squared: {canonical:.6f}")
print(f"F minus canonical value: {F-canonical:.6f}")
print(f"strength of all 1s-hole determinants: {core_total:.6f}")
print(f"part outside the main line: {core_total-F:.6f}")
print(f"strength of all beta-removal determinants: {strength.sum():.6f}")
print("PHOTOCURRENT")
print(f"photon energy: {photon_eV:.1f} eV = {omega:.5f} hartree")
print(f"photoelectron energy: {kinetic*HARTREE_EV:.3f} eV "
      f"= {kinetic:.5f} hartree")
print(f"radial dipole integral, 1s: {R_1s:.6e} a.u.")
print(f"radial dipole integral, 2s: {R_2s:.6e} a.u.")
print(f"radial dipole integral, Dyson orbital: {R_g:.6e} a.u.")
print(f"cross section, Dyson orbital, length: {sigma:.6f} Mb")
print(f"cross section, Dyson orbital, velocity: {sigma_velocity:.6f} Mb")
print(f"cross section, frozen 1s, length: {sigma_frozen:.6f} Mb")
print(f"cross section, frozen 1s, velocity: {sigma_frozen_velocity:.6f} Mb")
print(f"F times frozen 1s cross section, length: {F*sigma_frozen:.6f} Mb")
print(f"ratio Dyson/frozen, length: {sigma/sigma_frozen:.6f}")
print(f"ratio Dyson/frozen, velocity: "
      f"{sigma_velocity/sigma_frozen_velocity:.6f}")
print("success")
```

Printed output:

```
MODEL TESTS (dimensionless)
amplitude identity, absolute error: 8.9e-16
correlated model, norm of Dyson orbital squared: 0.894438
correlated model, Green's function residue: 0.894438
correlated model, sum of pole strengths: 3.000000
determinant model, pole strength: 0.237867
determinant model, passive overlap squared: 0.237867
determinant model, largest canonical minor squared: 0.151657
hydrogen cross section, largest relative error: 3.7e-06
BE ATOM, HARTREE-FOCK
number of s Gaussians: 16
smallest and largest exponent: 0.030, 4106.4 bohr^-2
neutral energy: -14.572890 hartree
neutral virial ratio -V/T: 2.0000273
1s-hole ion energy: -10.044643 hartree
ion <S^2>: 0.75847
1s binding energy, frozen orbitals: 128.781 eV
1s binding energy, relaxed: 123.220 eV
relaxation energy: 5.561 eV
OVERLAPS AND POLE STRENGTH (beta electron removed)
alpha overlaps <1s'|1s>, <1s'|2s>: 0.996435, 0.035247
alpha overlaps <2s'|1s>, <2s'|2s>: -0.052792, 0.927848
alpha determinant: 0.926401
beta overlaps <2s'|1s>, <2s'|2s>: 0.007513, 0.955540
Dyson coefficients on 1s, 2s: 0.885213, -0.006960
pole strength F: 0.783651
canonical passive overlap squared: 0.783603
F minus canonical value: 0.000048
strength of all 1s-hole determinants: 1.000106
part outside the main line: 0.216455
strength of all beta-removal determinants: 2.000000
PHOTOCURRENT
photon energy: 500.0 eV = 18.37466 hartree
photoelectron energy: 376.780 eV = 13.84641 hartree
radial dipole integral, 1s: 2.525610e-02 a.u.
radial dipole integral, 2s: 6.113348e-03 a.u.
radial dipole integral, Dyson orbital: 2.231449e-02 a.u.
cross section, Dyson orbital, length: 0.049207 Mb
cross section, Dyson orbital, velocity: 0.047263 Mb
cross section, frozen 1s, length: 0.063036 Mb
cross section, frozen 1s, velocity: 0.060508 Mb
F times frozen 1s cross section, length: 0.049398 Mb
ratio Dyson/frozen, length: 0.780623
ratio Dyson/frozen, velocity: 0.781095
success
```
